# Why hotter storage can slow stress voiding in interconnects: test program

```python
"""Stress voiding in a confined metal line: hotter storage is not always faster.

Result under test: a void at the end of a line, stress-free at T0, reaches the
critical length dc in the time
    t_f = pi dc^2 / (4 e^2 kappa),
    e = 3 dalpha (T0 - T),  kappa = D B Omega / (k T),  D = D0 exp(-Q / k T),
as long as relaxation has not reached the far end. This time is shortest at
    T* = [-(q + T0) + sqrt((q + T0)^2 + 4 q T0)] / 2,   q = Q / k,   T* < T0.
Symbols: e volume misfit, dalpha expansion mismatch, B stress per unit volume
misfit of the confined line, Omega atomic volume, L line length, Q activation
energy of diffusion. Tension is positive. SI units inside, except Q in eV.
The closed forms are compared with numerical solutions of the elastic problem
and of the stress diffusion problem (void end at zero stress, far end blocked).
"""
import numpy as np
from scipy.constants import k as k_B, e as charge, zero_Celsius
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

T0 = 550.0
Q = 0.8
D0 = 2e-10
dalpha = 15e-6
B = 40e9
Omega = 1.2e-29
L = 50e-6
dc = 50e-9
hour = 3600.0
k_eV = k_B / charge


def misfit(T):
    return 3 * dalpha * (T0 - T)


def diffusivity(T, energy=Q):
    return D0 * np.exp(-energy / (k_eV * T))


def kappa(T, energy=Q):
    return diffusivity(T, energy) * B * Omega / (k_B * T)


def time_formula(T):
    return np.pi * dc**2 / (4 * misfit(T)**2 * kappa(T))


def peak_formula(energy=Q):
    q = energy / k_eV
    return (-(q + T0) + np.sqrt((q + T0)**2 + 4 * q * T0)) / 2


def apparent_formula(T):
    return Q - k_eV * T - 2 * k_eV * T**2 / (T0 - T)


# Elastic check: a long metal cylinder in a thick dielectric, radial finite
# elements. The axial strain is imposed by the dielectric.
def core_tension(dT, added):
    alpha_core, alpha_shell = 17e-6, 2e-6
    r = np.concatenate([np.linspace(0, 1, 21), np.linspace(1, 10, 181)[1:]])
    stiffness = np.zeros((r.size, r.size))
    load = np.zeros(r.size)
    axial = np.array([0, 0, alpha_shell * dT])
    core_free = alpha_core * dT + added / 3
    for i in range(r.size - 1):
        h, mid = r[i + 1] - r[i], (r[i + 1] + r[i]) / 2
        in_core = mid < 1
        bulk, shear = (140e9, 48e9) if in_core else (37e9, 30e9)
        free = core_free if in_core else alpha_shell * dT
        C = (bulk - 2 * shear / 3) * np.ones((3, 3)) + 2 * shear * np.eye(3)
        G = np.array([[-1 / h, 1 / h], [0.5 / mid, 0.5 / mid], [0, 0]])
        stiffness[i:i + 2, i:i + 2] += G.T @ C @ G * mid * h
        load[i:i + 2] += G.T @ C @ (free * np.ones(3) - axial) * mid * h
    u = np.zeros(r.size)
    u[1:] = np.linalg.solve(stiffness[1:, 1:], load[1:])
    trace = 2 * u[1] / r[1] + axial[2]
    return 140e9 * (trace - 3 * core_free)


B_elastic = -core_tension(0.0, 1e-3) / 1e-3
thermal_tension = core_tension(-100.0, 0.0)
assert B_elastic > 0
assert abs(thermal_tension / (B_elastic * 3 * 15e-6 * 100) - 1) < 1e-6

# Stress diffusion on a grid: relaxed fraction of the misfit at scaled time
# tau = kappa t / L^2. The void length is this fraction times e L.
n = 400
diagonal = np.full(n, 2.0)
diagonal[0], diagonal[-1] = 3.0, 1.0
rates, modes = eigh_tridiagonal(diagonal, -np.ones(n - 1))
rates = rates * n**2
weights = modes.sum(axis=0)**2 / n


def relaxed_fraction(tau):
    return 1 - np.sum(weights * np.exp(-rates * tau))


def void_length(T, t):
    return misfit(T) * L * relaxed_fraction(kappa(T) * t / L**2)


def failure_time(T, energy=Q, length=L):
    target = dc / (misfit(T) * length)
    if target >= 1:
        return np.inf
    log_tau = brentq(lambda s: relaxed_fraction(np.exp(s)) - target,
                     np.log(1e-5), np.log(10.0), xtol=1e-12)
    return np.exp(log_tau) * length**2 / kappa(T, energy)


# Atom bookkeeping in physical units, straight from the flux law.
def void_from_atom_flux(T, t_end, cells=200):
    dx = L / cells
    mobility = diffusivity(T) * Omega / (k_B * T)

    def change(t, y):
        stress = B * (misfit(T) - y[:-1])
        flux = np.zeros(cells + 1)
        flux[0] = mobility * stress[0] / (dx / 2)
        flux[1:-1] = mobility * np.diff(stress) / dx
        return np.append((flux[:-1] - flux[1:]) / dx, flux[0] / L)

    run = solve_ivp(change, (0, t_end), np.zeros(cells + 1), method="BDF",
                    rtol=1e-6, atol=1e-10)
    assert run.success
    return run.y[-1, -1] * L


flux_void = void_from_atom_flux(480.0, time_formula(480.0))
assert abs(flux_void / dc - 1) < 3e-3

for T in (380.0, 420.0, 450.0, 480.0, 500.0):
    assert abs(failure_time(T) / time_formula(T) - 1) < 3e-3

# Temperature of fastest voiding, found by search on the numerical solution.
def peak_search(energy=Q, length=L):
    found = minimize_scalar(
        lambda T: np.log(failure_time(T, energy, length)),
        bounds=(400.0, 525.0), method="bounded", options={"xatol": 1e-4})
    return found.x


T_peak = peak_formula()
T_peak_numeric = peak_search()
assert abs(T_peak - T_peak_numeric) < 0.2
energies = (0.6, 0.8, 1.0, 1.2)
for energy in energies:
    assert peak_formula(energy) < T0
    assert abs(peak_search(energy, 200e-6) - peak_formula(energy)) < 0.2
estimate_errors = [abs(2 * k_eV * T0**2 / E / (T0 - peak_formula(E)) - 1)
                   for E in (0.8, 8.0, 80.0)]
assert estimate_errors[0] > estimate_errors[1] > estimate_errors[2]
assert estimate_errors[2] < 0.01

# Apparent activation energy from numerical failure times.
def apparent_numeric(T, step=0.5):
    change = np.log(failure_time(T + step) / failure_time(T - step))
    return change / (1 / (k_eV * (T + step)) - 1 / (k_eV * (T - step)))


apparent_T = (400.0, 450.0, 500.0)
for T in apparent_T:
    assert abs(apparent_numeric(T) - apparent_formula(T)) < 0.005
assert apparent_numeric(450.0) > 0 > apparent_numeric(500.0)

# Above the limit the void saturates below the critical length.
T_limit = T0 - dc / (3 * dalpha * L)
forever = 1e9 * hour
assert void_length(T_limit + 1, forever) < dc < void_length(T_limit - 1, forever)

# Most damaging temperature when the storage time is fixed.
storage_hours = (100, 1000, 10000)
worst = []
for hours in storage_hours:
    found = minimize_scalar(lambda T: -void_length(T, hours * hour) / dc,
                            bounds=(350.0, 549.0), method="bounded",
                            options={"xatol": 1e-4})
    worst.append((found.x, -found.fun * dc))
assert abs(worst[0][0] - T_peak) < 0.2
assert worst[2][0] < worst[0][0] - 5

# Life in use predicted from a hot test.
T_use, T_test = 380.0, 500.0
arrhenius = np.exp(Q / k_eV * (1 / T_use - 1 / T_test))
actual = failure_time(T_use) / failure_time(T_test)
omitted = T_use / T_test * ((T0 - T_test) / (T0 - T_use))**2
assert abs(actual / (arrhenius * omitted) - 1) < 5e-3
assert arrhenius > actual

print(f"Stress-free temperature T0: {T0:.0f} K")
print(f"Activation energy Q: {Q:.2f} eV; q = Q/k: {Q / k_eV:.1f} K")
print(f"Diffusivity prefactor D0: {D0:.1e} m^2/s")
print(f"Expansion mismatch: {dalpha * 1e6:.0f} ppm/K")
print(f"Modulus B: {B / 1e9:.0f} GPa; atomic volume: {Omega:.2e} m^3")
print(f"Line length: {L * 1e6:.0f} um; critical void: {dc * 1e9:.0f} nm")
print(f"Tension per kelvin below T0: {3 * dalpha * B / 1e6:.2f} MPa/K")
print(f"Elastic check, B of cylinder in dielectric: {B_elastic / 1e9:.1f} GPa")
print(f"Elastic check, tension 100 K below T0: {thermal_tension / 1e6:.1f} MPa")
print(f"Void from atom flux at 480 K at formula time: {flux_void * 1e9:.2f} nm")
print("T (K) | tension (MPa) | kappa (m^2/s) | t_f line (h) | t_f formula (h)")
for T in (380.0, 420.0, 450.0, 480.0, T_peak, 500.0, 510.0, 520.0, 525.0):
    print(f"{T:.1f} | {B * misfit(T) / 1e6:.1f} | {kappa(T):.3e} | "
          f"{failure_time(T) / hour:.0f} | {time_formula(T) / hour:.0f}")
print(f"Fastest voiding T*, formula: {T_peak:.2f} K = "
      f"{T_peak - zero_Celsius:.1f} C")
print(f"Fastest voiding, numerical search: {T_peak_numeric:.2f} K")
print(f"T0 - T*: {T0 - T_peak:.1f} K; large-q estimate: "
      f"{2 * k_eV * T0**2 / Q:.1f} K")
for energy in energies:
    print(f"T* for Q = {energy:.1f} eV: {peak_formula(energy):.1f} K")
print(f"500 to 520 K, factor in kappa: {kappa(520.) / kappa(500.):.3f}")
print(f"500 to 520 K, factor in misfit squared: "
      f"{(misfit(520.) / misfit(500.))**2:.3f}")
print(f"500 to 520 K, factor in rate, formula: "
      f"{time_formula(500.) / time_formula(520.):.3f}")
print(f"500 to 520 K, factor in rate, finite line: "
      f"{failure_time(500.) / failure_time(520.):.3f}")
for T in apparent_T:
    print(f"Apparent activation energy at {T:.0f} K: formula "
          f"{apparent_formula(T):.3f} eV, numerical {apparent_numeric(T):.3f} eV")
print(f"No failure above: {T_limit:.1f} K")
for hours, (T, size) in zip(storage_hours, worst):
    print(f"Largest void after {hours} h: {size * 1e9:.1f} nm at {T:.1f} K")
print(f"Use at {T_use:.0f} K, test at {T_test:.0f} K")
print(f"Arrhenius acceleration factor: {arrhenius:.1f}")
print(f"Actual acceleration factor: {actual:.1f}")
print(f"Life overestimated by factor: {arrhenius / actual:.1f}")
print(f"Test life: {failure_time(T_test) / hour:.0f} h")
print(f"Use life, Arrhenius prediction: "
      f"{arrhenius * failure_time(T_test) / hour:.0f} h")
print(f"Use life, actual in model: {failure_time(T_use) / hour:.0f} h")
print("tests ok")
```

Printed output:

```
Stress-free temperature T0: 550 K
Activation energy Q: 0.80 eV; q = Q/k: 9283.6 K
Diffusivity prefactor D0: 2.0e-10 m^2/s
Expansion mismatch: 15 ppm/K
Modulus B: 40 GPa; atomic volume: 1.20e-29 m^3
Line length: 50 um; critical void: 50 nm
Tension per kelvin below T0: 1.80 MPa/K
Elastic check, B of cylinder in dielectric: 34.3 GPa
Elastic check, tension 100 K below T0: 154.6 MPa
Void from atom flux at 480 K at formula time: 50.00 nm
T (K) | tension (MPa) | kappa (m^2/s) | t_f line (h) | t_f formula (h)
380.0 | 306.0 | 4.491e-19 | 20753 | 20752
420.0 | 234.0 | 4.163e-18 | 3829 | 3829
450.0 | 180.0 | 1.696e-17 | 1588 | 1588
480.0 | 126.0 | 5.772e-17 | 952 | 952
494.4 | 100.1 | 9.837e-17 | 885 | 885
500.0 | 90.0 | 1.201e-16 | 897 | 897
510.0 | 72.0 | 1.695e-16 | 999 | 993
520.0 | 54.0 | 2.359e-16 | 1360 | 1269
525.0 | 45.0 | 2.769e-16 | 2020 | 1556
Fastest voiding T*, formula: 494.38 K = 221.2 C
Fastest voiding, numerical search: 494.35 K
T0 - T*: 55.6 K; large-q estimate: 65.2 K
T* for Q = 0.6 eV: 479.2 K
T* for Q = 0.8 eV: 494.4 K
T* for Q = 1.0 eV: 504.2 K
T* for Q = 1.2 eV: 511.1 K
500 to 520 K, factor in kappa: 1.964
500 to 520 K, factor in misfit squared: 0.360
500 to 520 K, factor in rate, formula: 0.707
500 to 520 K, factor in rate, finite line: 0.660
Apparent activation energy at 400 K: formula 0.582 eV, numerical 0.582 eV
Apparent activation energy at 450 K: formula 0.412 eV, numerical 0.412 eV
Apparent activation energy at 500 K: formula -0.105 eV, numerical -0.107 eV
No failure above: 527.8 K
Largest void after 100 h: 16.8 nm at 494.4 K
Largest void after 1000 h: 53.1 nm at 494.3 K
Largest void after 10000 h: 143.8 nm at 472.4 K
Use at 380 K, test at 500 K
Arrhenius acceleration factor: 351.9
Actual acceleration factor: 23.1
Life overestimated by factor: 15.2
Test life: 897 h
Use life, Arrhenius prediction: 315779 h
Use life, actual in model: 20753 h
tests ok
```
